# The Schrödinger–Lichnerowicz Formula and Friedrich's Eigenvalue Bound

A massless two-component particle that moves with speed $v$ on a closed curved surface has the Hamiltonian $\hbar v D$, where $D$ is the Dirac operator of the surface. Its energies are $E=\hbar v\lambda$, with $\lambda$ an eigenvalue of $D$. On a flat torus with periodic spinors a constant spinor has $\lambda=0$, so confinement to a finite region does not by itself produce a gap. On a sphere there is a gap. The question is how curvature forbids low energies, and how large the forbidden interval is. The answer comes from squaring $D$, and it holds in any dimension $n\ge2$.

## Spinors in an orthonormal frame

Let $M$ be a closed Riemannian spin manifold: compact, without boundary, and admitting globally defined spinors. Let $e_a$ be a local orthonormal frame. Frame indices are written as subscripts, and repeated ones are summed. The constant Hermitian matrices $\gamma_a$ obey
$$\gamma_a\gamma_b+\gamma_b\gamma_a=2\delta_{ab}.\tag{1}$$
The Levi-Civita connection defines $\omega_{\mu ab}=g(e_a,\nabla_\mu e_b)$, so $\nabla_\mu e_b=\omega_{\mu ab}e_a$. Differentiating $g(e_a,e_b)=\delta_{ab}$ gives $\omega_{\mu ab}=-\omega_{\mu ba}$. On spinors we set
$$\nabla_\mu\psi=(\partial_\mu+\Omega_\mu)\psi,\qquad \Omega_\mu=\tfrac14\omega_{\mu ab}\gamma_a\gamma_b,\qquad D=-i\gamma_a\nabla_a.\tag{2}$$

The factor $\tfrac14$ makes the matrices $\gamma_a$ compatible with the connection. From (1),
$$[\gamma_c\gamma_d,\gamma_b]=\gamma_c\{\gamma_d,\gamma_b\}-\{\gamma_c,\gamma_b\}\gamma_d=2\delta_{db}\gamma_c-2\delta_{cb}\gamma_d,$$
and therefore, by the antisymmetry of $\omega$,
$$[\Omega_\mu,\gamma_b]=\tfrac12(\omega_{\mu cb}\gamma_c-\omega_{\mu bd}\gamma_d)=\omega_{\mu cb}\gamma_c.\tag{3}$$
For a vector field $Y=Y_be_b$ this gives the product rule
$$\nabla_\mu(Y_b\gamma_b\psi)=(\partial_\mu Y_c+\omega_{\mu cb}Y_b)\gamma_c\psi+Y_b\gamma_b\nabla_\mu\psi,$$
whose bracket is the component $(\nabla_\mu Y)_c$.

For $a\ne b$, $(\gamma_a\gamma_b)^\dagger=\gamma_b\gamma_a=-\gamma_a\gamma_b$, so $\Omega_\mu$ is anti-Hermitian and $\partial_\mu(\phi^\dagger\psi)=(\nabla_\mu\phi)^\dagger\psi+\phi^\dagger\nabla_\mu\psi$. The vector field $J_a=\phi^\dagger\gamma_a\psi$ then has divergence
$$\nabla_aJ_a=(\gamma_a\nabla_a\phi)^\dagger\psi+\phi^\dagger\gamma_a\nabla_a\psi=i\left[\phi^\dagger D\psi-(D\phi)^\dagger\psi\right],$$
because $\gamma_a\nabla_a=iD$. Its integral over a closed manifold vanishes, so $D$ is symmetric and its eigenvalues are real. Eigenspinors are taken to be smooth.

## Curvature acting on spinors

Write $F_{\mu\nu}=\partial_\mu\Omega_\nu-\partial_\nu\Omega_\mu+[\Omega_\mu,\Omega_\nu]$ for the commutator of spinor derivatives. Applying (3) to each factor of $\gamma_c\gamma_d$,
$$[\Omega_\mu,\Omega_\nu]=\tfrac14\omega_{\nu cd}\left(\omega_{\mu ec}\gamma_e\gamma_d+\omega_{\mu ed}\gamma_c\gamma_e\right).$$
The first term is $\tfrac14(\omega_\mu\omega_\nu)_{ed}\gamma_e\gamma_d$. In the second, $\omega_{\mu ed}=-\omega_{\mu de}$ gives $-\tfrac14(\omega_\nu\omega_\mu)_{ce}\gamma_c\gamma_e$. Hence
$$F_{\mu\nu}=\tfrac14\left(\partial_\mu\omega_\nu-\partial_\nu\omega_\mu+[\omega_\mu,\omega_\nu]\right)_{cd}\gamma_c\gamma_d.$$
For vectors, $\nabla_\mu\nabla_\nu e_d=(\partial_\mu\omega_\nu+\omega_\mu\omega_\nu)_{cd}e_c$, so the bracket is the Riemann tensor. In frame components,
$$F_{ab}=\tfrac14R_{abcd}\gamma_c\gamma_d,\qquad R_{abcd}=g\big(e_c,R(e_a,e_b)e_d\big).\tag{4}$$
The contractions are $\mathrm{Ric}_{ac}=R_{abcb}$ and $R=\mathrm{Ric}_{aa}$, which are positive on spheres.

To contract (4) with $\gamma_b$ we use
$$\gamma_b\gamma_c\gamma_d=\gamma_{[bcd]}+\delta_{bc}\gamma_d-\delta_{bd}\gamma_c+\delta_{cd}\gamma_b,\tag{5}$$
where $\gamma_{[bcd]}$ is the totally antisymmetrized product. If all indices differ, only the first term survives. If two coincide, (1) gives the remaining terms; for instance $\gamma_b\gamma_c\gamma_b=-\gamma_c$ for $b\ne c$ (no sum). If all three coincide, the last three terms add to $\gamma_b$.

The antisymmetric term meets the cyclic sum $R_{abcd}+R_{acdb}+R_{adbc}$. By the pair symmetry $R_{abcd}=R_{cdab}$ this is the $e_a$ component of $R(e_c,e_d)e_b+R(e_d,e_b)e_c+R(e_b,e_c)e_d$, which vanishes by the first Bianchi identity. The $\delta_{cd}$ term vanishes because $R_{abcd}=-R_{abdc}$. What remains is
$$R_{abcd}\gamma_b\gamma_c\gamma_d=R_{abbd}\gamma_d-R_{abcb}\gamma_c=-2\,\mathrm{Ric}_{ac}\gamma_c,$$
since $R_{abbd}=-R_{abdb}=-\mathrm{Ric}_{ad}$. Thus
$$\gamma_bF_{ab}=-\tfrac12\mathrm{Ric}_{ac}\gamma_c,\qquad \gamma_a\gamma_bF_{ab}=-\tfrac12R.\tag{6}$$
The second relation follows because $\mathrm{Ric}_{ac}$ is symmetric, so $\gamma_a\gamma_c$ may be replaced by $\delta_{ac}$. The full curvature tensor has collapsed to a multiple of the unit matrix.

## The square of the Dirac operator

At a chosen point $p$, use a frame obtained by parallel transport along the geodesics from $p$. Then $\omega=0$ at $p$, and $[e_a,e_b]=\nabla_ae_b-\nabla_be_a=0$ there. The product rule allows $\gamma_b$ to pass through the derivative. Splitting $\gamma_a\gamma_b=\delta_{ab}+\tfrac12[\gamma_a,\gamma_b]$,
$$D^2\psi=-\gamma_a\gamma_b\nabla_a\nabla_b\psi=-\nabla_a\nabla_a\psi-\tfrac14[\gamma_a,\gamma_b]F_{ab}\psi=-\nabla_a\nabla_a\psi-\tfrac12\gamma_a\gamma_bF_{ab}\psi.$$
The antisymmetric matrix selected half the commutator of derivatives, and the antisymmetry of $F_{ab}$ gave the last form.

The connection Laplacian $\nabla^*\nabla$ is defined by $\int\phi^\dagger\nabla^*\nabla\psi=\int(\nabla_a\phi)^\dagger\nabla_a\psi$ for all $\phi$. The vector field $\phi^\dagger\nabla_a\psi$ has divergence $(\nabla_a\phi)^\dagger\nabla_a\psi+\phi^\dagger\nabla_a\nabla_a\psi$ at $p$, and the integral of a divergence is zero. So $\nabla^*\nabla\psi=-\nabla_a\nabla_a\psi$ at $p$. With (6) we obtain the Schrödinger–Lichnerowicz formula
$$\boxed{D^2=\nabla^*\nabla+\frac R4}\tag{7}$$
Both sides are independent of the frame and $p$ was arbitrary, so (7) holds everywhere. It is a local identity and needs neither compactness nor positive curvature.

It does assume that the spin connection is the only connection. If the particle also couples to a gauge field, $F_{ab}$ acquires a term $if_{ab}$ with real antisymmetric $f_{ab}$, and $D^2$ acquires $-\tfrac i2\gamma_a\gamma_bf_{ab}$. For $n=2$ and $\gamma_a=\sigma_a$ this is $\sigma_3f_{12}$, which is negative on one spinor component wherever $f_{12}\neq0$. The lower bounds below then no longer follow.

## From the formula to the bound

Let $D\psi=\lambda\psi$ with $\psi\ne0$. Multiplying (7) by $\psi^\dagger$ and integrating gives
$$\lambda^2\int|\psi|^2=\int|\nabla\psi|^2+\frac14\int R|\psi|^2,\qquad |\nabla\psi|^2=\sum_a|\nabla_a\psi|^2.\tag{8}$$
Discarding the gradient term gives $\lambda^2\ge R_{\min}/4$, where $R_{\min}$ is the minimum of $R$ on $M$. This is wasteful: if $D\psi\neq0$, the gradient cannot vanish. To keep the part of the gradient that $D\psi$ fixes, define
$$P_a\psi=\nabla_a\psi-\frac1n\gamma_aS,\qquad S=\gamma_b\nabla_b\psi=iD\psi.\tag{9}$$
Since $\gamma_a\gamma_a=n$, we have $\gamma_aP_a\psi=S-S=0$. Expanding the square,
$$|P\psi|^2=|\nabla\psi|^2-\frac1n\left[(\nabla_a\psi)^\dagger\gamma_aS+S^\dagger\gamma_a\nabla_a\psi\right]+\frac1{n^2}S^\dagger\gamma_a\gamma_aS.$$
The bracket equals $2|S|^2$ and the last term is $|S|^2/n$. Hence
$$|\nabla\psi|^2=|P\psi|^2+\frac1n|D\psi|^2.\tag{10}$$
Inserting (10) into (8) and moving $\lambda^2/n$ to the left,
$$\lambda^2\int|\psi|^2=\frac n{n-1}\int\left(|P\psi|^2+\frac R4|\psi|^2\right).\tag{11}$$
The first term is non-negative and $R\ge R_{\min}$, so
$$\boxed{\lambda^2\ge\frac{n\,R_{\min}}{4(n-1)}}\tag{12}$$
This is Friedrich's bound. The division by $1-1/n$ requires $n\ge2$. If $R_{\min}\le0$ the statement is true but empty, and the flat torus shows that zero eigenvalues can then occur.

## What equality requires

Equality in (12) for $R_{\min}>0$ requires both discarded terms in (11) to vanish. The first condition, $P\psi=0$ with $S=i\lambda\psi$, is the Killing spinor equation
$$\nabla_a\psi=\frac{i\lambda}n\gamma_a\psi.\tag{13}$$
It implies $e_a(|\psi|^2)=\frac{i\lambda}n\psi^\dagger\gamma_a\psi-\frac{i\lambda}n\psi^\dagger\gamma_a\psi=0$, so the density $|\psi|^2$ is constant on a connected $M$. The second condition, $\int(R-R_{\min})|\psi|^2=0$, then forces $R=R_{\min}$ everywhere.

There is a stronger consequence. Differentiating (13) in the frame adapted to $p$ gives $\nabla_a\nabla_b\psi=-\frac{\lambda^2}{n^2}\gamma_b\gamma_a\psi$, so
$$F_{ab}\psi=\frac{\lambda^2}{n^2}(\gamma_a\gamma_b-\gamma_b\gamma_a)\psi.$$
Multiply by $\gamma_b$ and sum. From (1), $\gamma_b\gamma_a\gamma_b=(2-n)\gamma_a$ and $\gamma_b\gamma_b\gamma_a=n\gamma_a$, so the right side becomes $-2(n-1)\lambda^2\gamma_a\psi/n^2$. By (6) the left side is $-\frac12\mathrm{Ric}_{ac}\gamma_c\psi$. Therefore
$$\left[\mathrm{Ric}_{ac}-\frac{4(n-1)\lambda^2}{n^2}\delta_{ac}\right]\gamma_c\psi=0.\tag{14}$$
For fixed $a$ the bracket is a real vector $V_c$. Because $(V_c\gamma_c)^2=V_cV_c$, a non-zero $V$ would give an invertible matrix, contradicting $\psi\ne0$. So the bracket vanishes and the metric is Einstein. For $n=2$ this says that the Gauss curvature $K=R/2$ is the constant $\lambda^2$.

## Round spheres attain the bound

On a sphere of radius $r$, $R_{abcd}=(\delta_{ac}\delta_{bd}-\delta_{ad}\delta_{bc})/r^2$, so $R=n(n-1)/r^2$ and (4) gives $F_{ab}=[\gamma_a,\gamma_b]/(4r^2)$. Consider the modified derivative $\nabla_a-\mu\gamma_a$ with $\mu=\pm i/(2r)$. In its commutator the cross terms $-\mu(\gamma_b\nabla_a+\gamma_a\nabla_b)$ are symmetric in $a,b$ and cancel. The curvature is
$$F_{ab}+\mu^2[\gamma_a,\gamma_b]=\left(\frac1{4r^2}-\frac1{4r^2}\right)[\gamma_a,\gamma_b]=0.\tag{15}$$
Transport with this derivative is thus unchanged when a path is deformed. Since the sphere is simply connected for $n\ge2$, any spinor given at one point extends to a global solution of $\nabla_a\psi=\mu\gamma_a\psi$. It satisfies $D\psi=-i\mu\gamma_a\gamma_a\psi=-in\mu\psi$, so
$$\lambda=\pm\frac n{2r},\qquad \lambda^2=\frac{n^2}{4r^2}=\frac n{4(n-1)}\,\frac{n(n-1)}{r^2}.\tag{16}$$
The bound is attained with both signs.

These spinors can be written down. For $r=1$ in stereographic coordinates the coframe is $f\,dx_a$ with $f=2/(1+x^2)$, and $\partial_b\ln f=-fx_b$. The torsion-free connection is $\omega_{\mu ab}=\delta_{\mu a}\partial_b\ln f-\delta_{\mu b}\partial_a\ln f$. With $\slashed x=x_a\gamma_a$,
$$\Omega_\mu=\tfrac12(\gamma_\mu\gamma_b\partial_b\ln f-\partial_\mu\ln f)=-\tfrac f2(\gamma_\mu\slashed x-x_\mu).$$
Take $\psi=\sqrt{f/2}\,(1+i\epsilon\slashed x)\psi_0$ with $\epsilon=\pm1$ and $\psi_0$ constant. The derivative of $\sqrt{f/2}$ cancels the $x_\mu$ term of $\Omega_\mu$, and $\slashed x^2=x^2$ leaves
$$\nabla_\mu\psi=\sqrt{\tfrac f2}\,\gamma_\mu\left[i\epsilon-\tfrac f2(\slashed x+i\epsilon x^2)\right]\psi_0=\frac{i\epsilon}2f\gamma_\mu\psi.\tag{17}$$
The last step uses $1-\frac f2x^2=\frac f2$ and $-\slashed x=(i\epsilon)^2\slashed x$. Since $\nabla_\mu=f\nabla_a$ for $\mu=a$, this is (13) with $\lambda=\epsilon n/2$.

## A particle on a spheroid

To see what the inequality discards, take a surface of revolution with meridian length $s$ and distance $\rho(s)$ from the axis. We keep the intrinsic Hamiltonian $\hbar vD$ and ignore any coupling to the way the surface bends in space. With $e_1=\partial_s$ and $e_2=\rho^{-1}\partial_\phi$, $\nabla_\phi e_1=\nabla_s(\rho e_2)=\rho'e_2$, because $e_2$ is parallel along a meridian. So $\omega_{\phi12}=-\rho'$ and $\Omega_\phi=-\frac12\rho'\sigma_1\sigma_2$. Using $\sigma_2\sigma_1\sigma_2=-\sigma_1$,
$$D=-i\sigma_1\left(\partial_s+\frac{\rho'}{2\rho}\right)-\frac i\rho\sigma_2\partial_\phi.\tag{18}$$
The frame turns once on a circuit around a pole, so a regular spinor changes sign in this frame. Hence $\psi=e^{im\phi}(U,iW)$ with half-integer $m$. Setting $u=\sqrt\rho\,U$ and $w=\sqrt\rho\,W$ absorbs the $\rho'$ terms:
$$-u'+\frac m\rho u=\lambda w,\qquad w'+\frac m\rho w=\lambda u.\tag{19}$$
The replacement $(w,\lambda)\to(-w,-\lambda)$ preserves (19), and $(u,w,m)\to(w,-u,-m)$ does too, so we may take $\lambda\ge0$, $m>0$ and real $u,w$. Multiply the first equation by $u$, the second by $w$, and integrate. The total derivatives drop out because $u$ and $w$ vanish at the poles. Adding the results,
$$m\int\frac{u^2+w^2}\rho\,ds=2\lambda\int uw\,ds\le\lambda\int(u^2+w^2)\,ds\quad\Rightarrow\quad\lambda\ge\frac m{\rho_{\max}}.\tag{20}$$

For a spheroid put $\rho=a\sin\theta$, $z=c\cos\theta$ and $ds=h\,d\theta$, where $h^2=a^2\cos^2\theta+c^2\sin^2\theta$. The frame is parallel along a meridian, so $\Omega_s=0$ and $F_{12}=\rho^{-1}\partial_s\Omega_\phi=-\frac{\rho''}{2\rho}\sigma_1\sigma_2$. Formula (4) gives $F_{12}=\frac12R_{1212}\sigma_1\sigma_2=\frac12K\sigma_1\sigma_2$, so $K=-\rho''/\rho$. Here $\rho'=a\cos\theta/h$ and $h\,dh/d\theta=(c^2-a^2)\sin\theta\cos\theta$, so
$$K=\frac{h^2+(c^2-a^2)\cos^2\theta}{h^4}=\frac{c^2}{h^4}.\tag{21}$$
For $n=2$, (12) reads $\lambda^2\ge K_{\min}$. The minimum is $1/c^2$, at the equator, if $c>a$, and $c^2/a^4$, at the poles, if $c<a$.

Take $a=10$ nm. Diagonalizing $D$ for $m=\frac12$ gives these lowest positive eigenvalues:

| $c$ (nm) | $\sqrt{K_{\min}}$ (1/nm) | $\lambda$ (1/nm) | ratio |
|---|---|---|---|
| 8 | 0.0800 | 0.1074 | 1.342 |
| 10 | 0.1000 | 0.1000 | 1.000 |
| 11 | 0.0909 | 0.0968 | 1.065 |
| 15 | 0.0667 | 0.0868 | 1.302 |

All four lie below $3/(2a)=0.15\ \mathrm{nm^{-1}}$, so by (20) no state with $|m|\ge\frac32$ lies lower. The sphere attains the bound and the spheroids do not, as the equality conditions demand.

The behaviour near the sphere follows from (11), which for $n=2$ is $\lambda^2=T+\langle K\rangle$, with $T=2\int|P\psi|^2/\int|\psi|^2$ and $\langle K\rangle$ the density-weighted mean. Let $c=a(1+\varepsilon)$. The lowest level is non-degenerate at fixed $m$, so $\psi$ changes smoothly. Since $P\psi=0$ at $\varepsilon=0$, $T$ is of order $\varepsilon^2$. The density is uniform at $\varepsilon=0$, and changes of the normalized weight affect $\langle K\rangle$ only at order $\varepsilon^2$, because $K$ is constant there. From (21), $a^2K\approx1+2\varepsilon-4\varepsilon\sin^2\theta$, and the sphere average of $\sin^2\theta$ is $\frac23$. To first order,
$$a^2\lambda^2\approx1-\tfrac23\varepsilon,\qquad a\lambda\approx1-\tfrac13\varepsilon.\tag{22}$$
For $c=11$ nm this gives $0.0967\ \mathrm{nm^{-1}}$, against the computed $0.0968$. For $\varepsilon>0$ the bound falls as $1-\varepsilon$, three times faster, because it follows the least curved place and the eigenvalue follows the mean.

For $c=15$ nm the deformation is no longer small. Here $K$ runs from $4.44\times10^{-3}$ at the equator to $22.5\times10^{-3}\ \mathrm{nm^{-2}}$ at the poles. In the same unit,
$$\lambda^2=T+\langle K\rangle=0.455\times10^{-3}+7.077\times10^{-3}=7.532\times10^{-3}.$$
The excess over $K_{\min}$ is $3.088\times10^{-3}$, of which $2.633\times10^{-3}$, about 85%, comes from replacing the density-weighted mean $\langle K\rangle$ of the Gauss curvature by its minimum $K_{\min}$. The rest is the discarded twistor term $T$.

With $v=5\times10^5$ m/s, $\hbar v=329.1$ meV nm. The lowest positive energy on this spheroid is $329.1\times0.08679=28.56$ meV, or $4.576\times10^{-21}$ J. Friedrich's bound guarantees $21.94$ meV, while $\lambda^2\ge R_{\min}/4$ guarantees $15.51$ meV. On the sphere of radius 10 nm the lowest positive energy is $32.91$ meV and coincides with Friedrich's bound. The numerical output also checks (7), (6) and (10) at a point of a generic four-dimensional space, and the sphere spinors for $n=2,3,4$.

## Values computed for the example and the checks

```
Generic 4D space, one point (dimensionless coordinates)
scalar curvature R = 0.493851
max |D^2 psi - Laplacian psi - R psi/4| = 4.9e-14
max error of Ricci contraction = 4.7e-15
error of gradient norm split = 4.4e-16
Unit spheres: n, R, Dirac eigenvalue, Friedrich bound on |lambda|
  2  2.000000  +1.000000  1.000000
  2  2.000000  -1.000000  1.000000
  3  6.000000  +1.500000  1.500000
  3  6.000000  -1.500000  1.500000
  4  12.000000  +2.000000  2.000000
  4  12.000000  -2.000000  2.000000
Spheroids: a = 10.0 nm, v = 5.0e+05 m/s
sphere, m=1/2 levels (1/nm): 0.100000 0.200000 0.300000 0.400000
c (nm), sqrt(K_min) (1/nm), lambda (1/nm), lambda/bound
   8.0  0.080000  0.107357  1.341962
  10.0  0.100000  0.100000  1.000000
  11.0  0.090909  0.096825  1.065070
  15.0  0.066667  0.086789  1.301831
floor 3/(2a) for |m| >= 3/2 = 0.150000 1/nm
Details for c = 15.0 nm
K at equator = 4.444444e-03 1/nm^2
K at poles = 2.250000e-02 1/nm^2
lambda^2 = 7.532285e-03 1/nm^2
twistor part = 4.550129e-04 1/nm^2
mean K in the state = 7.077272e-03 1/nm^2
mean K minus K_min = 2.632828e-03 1/nm^2
hbar v = 329.1060 meV nm
lowest energy, sphere = 32.9106 meV
lowest energy, spheroid = 28.5627 meV
lowest energy, spheroid = 4.5762e-21 J
Friedrich bound, spheroid = 21.9404 meV
R_min/4 bound, spheroid = 15.5142 meV
```
